A precursor that is solid in its storage vessel evaporates from a surface that changes as material is consumed. Mixing it with a second precursor can lower the temperature at which a liquid exists, so that two substances that are solid separately can form a liquid source. Whether this works at a given storage temperature depends first on the eutectic temperature of the pair, the lowest temperature at which any mixture of the two contains liquid at equilibrium. This note computes it from two melting points and two fusion enthalpies.

## Model and solubility equation

Let precursor $i=A,B$ have melting point $T_i$ and molar fusion enthalpy $H_i>0$. Temperatures are absolute, $R$ is the gas constant, and $x$ is the mole fraction of A in the liquid. The assumptions are:

- the liquid is an ideal mixture, and each solid is pure;
- A and B form no compound and exchange no ligands;
- $H_i$ does not depend on temperature, and the pressure is fixed;
- the phases reach equilibrium.

Define the fusion Gibbs energy $g_i(T)=\mu_i^{\rm liq}(T)-\mu_i^{\rm sol}(T)$, where both chemical potentials refer to pure $i$. In an ideal liquid, component $i$ at mole fraction $x_i$ has chemical potential $\mu_i^{\rm liq}+RT\ln x_i$. Equilibrium with its pure solid requires

$$\mu_i^{\rm sol}=\mu_i^{\rm liq}+RT\ln x_i
\quad\Longrightarrow\quad RT\ln x_i=-g_i(T).$$

The Gibbs-Helmholtz relation is $d(g_i/T)/dT=-H_i/T^2$. At the melting point the two pure phases coexist, so $g_i(T_i)=0$. Integrating from $T_i$ to $T$ gives

$$\frac{g_i}{T}=-\int_{T_i}^{T}\frac{H_i}{T'^2}\,dT'
=H_i\left(\frac1T-\frac1{T_i}\right),\qquad
g_i=H_i\left(1-\frac{T}{T_i}\right).$$

Division by $-RT$ yields the Schroeder equation,

$$x_i(T)=\exp\left[-\frac{H_i}{R}\left(\frac1T-\frac1{T_i}\right)\right],
\qquad T\le T_i .$$

This is the mole fraction of $i$ in a liquid saturated with solid $i$. It equals one at $T_i$ and falls on cooling. Above $T_i$ the expression exceeds one and is no longer a solubility.

## Why the two solubilities must sum to one

At the eutectic, one liquid is saturated with both solids. Its mole fractions are then $x_A(T)$ and $x_B(T)$, and mole fractions sum to one. This makes

$$S(T)\equiv x_A(T)+x_B(T)=1$$

necessary. A Gibbs energy argument shows what happens on either side of the condition.

Take the two separate solids as the zero of energy. One mole of liquid then has

$$G(x)=xg_A+(1-x)g_B+RT[x\ln x+(1-x)\ln(1-x)].$$

Its derivatives are

$$G'=g_A-g_B+RT\ln\frac{x}{1-x},\qquad
G''=\frac{RT}{x(1-x)}>0,$$

so there is one minimum, at $x=x^*$. Setting $G'=0$ and using $e^{-g_i/RT}=x_i(T)$,

$$\frac{x^*}{1-x^*}=\frac{x_A(T)}{x_B(T)}
\quad\Longrightarrow\quad x^*=\frac{x_A}{S},\quad 1-x^*=\frac{x_B}{S}.$$

Insert this and $g_i=-RT\ln x_i(T)$ into $G$:

$$\frac{G(x^*)}{RT}=-x^*\ln x_A-(1-x^*)\ln x_B
+x^*\ln\frac{x_A}{S}+(1-x^*)\ln\frac{x_B}{S}.$$

The logarithms of $x_A$ and $x_B$ cancel. The two terms in $\ln S$ have weights $x^*$ and $1-x^*$, which sum to one. Hence

$$G_{\min}(T)=-RT\ln S(T).$$

If $S<1$, every liquid has a higher Gibbs energy than the separate solids, and no composition contains liquid at equilibrium. If $S>1$, some liquid has a lower energy than the solids. The boundary $S=1$ is the eutectic temperature $T_E$, and the eutectic composition is $x_E=x_A(T_E)$.

## Uniqueness and a bracket known beforehand

Differentiating the exponentials gives

$$\frac{dS}{dT}=\sum_i x_i(T)\frac{H_i}{RT^2}>0.$$

As $T\to0$, both exponentials vanish and $S\to0$. At the lower melting point one solubility equals one and the other is positive, so $S>1$. A continuous, strictly increasing function crosses one once, so $T_E$ is unique and lies below both melting points.

A narrow bracket follows from the temperature $h_i$ at which $x_i=1/2$. Taking the logarithm of the Schroeder equation,

$$-\ln2=-\frac{H_i}{R}\left(\frac1{h_i}-\frac1{T_i}\right)
\quad\Longrightarrow\quad
h_i=\left(\frac1{T_i}+\frac{R\ln2}{H_i}\right)^{-1}.$$

At $\min(h_A,h_B)$ neither exponential exceeds $1/2$, so $S\le1$. At $\max(h_A,h_B)$ neither is below $1/2$, so $S\ge1$. Since also $S>1$ at the lower melting point, the smaller of these two upper limits may be used:

$$T_{\rm low}=\min(h_A,h_B),\qquad
T_{\rm high}=\min[\max(h_A,h_B),T_A,T_B].$$

The cap at the melting points keeps both $x_i$ at or below one throughout the search. Where it is active, it also narrows the starting bracket.

## Algorithm and cost

Let $w=T_{\rm high}-T_{\rm low}$. After $n$ halvings the bracket has width $w/2^n$, and its midpoint is at most half that width from the root. The error is therefore bounded by $w/2^{n+1}$. Requiring this to be at most $\tau$ gives $2^n\ge w/(2\tau)$, or

$$n=\left\lceil\log_2\frac{w}{2\tau}\right\rceil\quad(w>2\tau),
\qquad n=0\quad(w\le2\tau).$$

```
input  T_A, H_A, T_B, H_B, tau        (all positive; K, J/mol)
for i in A, B:
    h_i = 1 / (1/T_i + R ln(2)/H_i)
low  = min(h_A, h_B)
high = min(max(h_A, h_B), T_A, T_B)
w = max(0, high - low)
n = 0 if w <= 2 tau else ceil(log2(w / (2 tau)))
repeat n times:
    mid = (low + high)/2
    S = exp(-(H_A/R)(1/mid - 1/T_A))
      + exp(-(H_B/R)(1/mid - 1/T_B))
    if S < 1: low = mid
    else:     high = mid
T_E = (low + high)/2
x_E = exp(-(H_A/R)(1/T_E - 1/T_A))
return T_E, x_E
```

Each halving costs two exponentials, and storage is constant. A tolerance ten times smaller adds about $\log_2 10\approx3.3$ halvings. The loop count is fixed in advance, so the loop ends even for a $\tau$ below rounding error, such as $10^{-18}$ K. The accuracy is then set by rounding, not by $\tau$.

## Worked example

Take round model parameters: $T_A=333$ K, $H_A=18$ kJ/mol, $T_B=313$ K, $H_B=14$ kJ/mol. For A, with $R=8.314463$ J/(mol K),

$$h_A=\left(\frac1{333}+\frac{8.314463\times0.693147}{18000}\right)^{-1}
=300.917\ {\rm K}.$$

Likewise $h_B=277.274$ K. Both lie below 313 K, so the cap is inactive and $w=23.643$ K. For $\tau=10^{-6}$ K,

$$n=\left\lceil\log_2\frac{23.643}{2\times10^{-6}}\right\rceil
=\lceil23.5\rceil=24.$$

The first midpoint is 289.095 K, where $S=1.0135$, so the upper end moves down. The second is 283.185 K, where $S=0.8862$, so the lower end moves up. The final result is

$$T_E=288.49\ {\rm K}\ (15.34\ ^\circ{\rm C}),\qquad x_E=0.367.$$

Direct numerical minimization of $G(x)$, followed by a search for the temperature where the minimum vanishes, gives the same 288.494013 K as the bisection. These digits test the numerics, not the physical accuracy. The corrections considered below, with assumed sizes, shift $T_E$ by one to several kelvin; stronger interactions in the liquid shift it further.

## Limiting cases for testing an implementation

**Identical parameters.** If both substances have the same $T_i$ and $H_i$, then $x_A=x_B=1/2$ at the eutectic and $T_E=h_A=h_B$. The bracket has zero width, which is why the case $n=0$ is needed.

**Equal melting points, enthalpies in ratio two.** With $H_B=2H_A$, the Schroeder equation gives $x_B=x_A^2$. The condition becomes $u+u^2=1$ for $u=x_A$, whose positive root is $u=(\sqrt5-1)/2\approx0.618$. For melting points of 400 K and enthalpies of 12 and 24 kJ/mol,

$$T_E=\left(\frac1{400}-\frac{R\ln u}{12000}\right)^{-1}=352.93\ {\rm K},$$

and bisection returns 352.931 K.

**Very different melting points.** Let B melt far below A, and let $H_A$ be large enough that $\epsilon=x_A(T_B)\ll1$. At $T_B$, $S=1+\epsilon$ and $dS/dT=(H_B+\epsilon H_A)/(RT_B^2)$. Linearizing $S$ about $T_B$ and setting it to one,

$$T_B-T_E\approx\frac{RT_B^2\,\epsilon}{H_B+\epsilon H_A}.$$

For $(T_A,H_A)=(500\ {\rm K},30\ {\rm kJ/mol})$ and $(T_B,H_B)=(300\ {\rm K},10\ {\rm kJ/mol})$, $\epsilon=0.0081$ and the estimated depression is 0.59 K. Bisection gives $T_E=299.404$ K, a depression of 0.596 K. Here $h_A$ is about 456 K, so the cap at 300 K is active. This pair gains almost nothing from mixing: too little A dissolves to lower the melting point of B appreciably. Widely separated melting points alone do not ensure this. With $H_A=5$ kJ/mol and the other values unchanged, $\epsilon=0.45$ and the full calculation gives a depression of about 30 K.

## What the eutectic means for storage

A liquid of composition $x$ precipitates no A if $RT\ln x+g_A\le0$, that is, if $x\le x_A(T)$. It precipitates no B if $1-x\le x_B(T)$. Between $T_E$ and the lower melting point, the fully liquid window is therefore

$$1-x_B(T)\le x\le x_A(T),$$

with width $S(T)-1$. It shrinks to a point at $T_E$.

At a storage temperature of 293 K the example has a margin of $293-288.49=4.51$ K and a window from $x=0.307$ to $x=0.412$. A lower convex hull of the Gibbs energy on 4001 composition points reproduces both ends within $5\times10^{-4}$.

An equimolar charge lies outside this window. On cooling it first deposits A when $x_A(T)=1/2$, at $h_A=300.92$ K. At 293 K, let $L$ be the liquid fraction of all moles and $z$ the overall fraction of A. All B remains in the liquid, so

$$(1-x_A)L=1-z,\qquad
L=\frac{1-0.5}{1-0.4117}=0.850.$$

About 15 percent of the charge is solid A, although the temperature is above the eutectic. For a source that is fully liquid at equilibrium, being above $T_E$ is necessary but not sufficient: the composition must also lie in the window.

## Sensitivity to data and neglected physics

Suppose a correction adds $\delta G(x)$ to the molar Gibbs energy of the liquid. To first order the minimum changes by $\delta G(x_E)$, because the shift in its position contributes at second order. From $G_{\min}=-RT\ln S$ and $S=1$ at the eutectic,

$$\left.\frac{dG_{\min}}{dT}\right|_{T_E}
=-RT_E\left.\frac{dS}{dT}\right|_{T_E}
=-\frac{H_E}{T_E},\qquad H_E=x_EH_A+(1-x_E)H_B.$$

$H_E$ is the heat needed to melt one mole of eutectic mixture. The new minimum vanishes when $\delta G(x_E)-(H_E/T_E)\,\delta T_E=0$, hence

$$\delta T_E=\frac{T_E}{H_E}\,\delta G(x_E).$$

For the example $H_E=15.467$ kJ/mol. An energy of 100 J/mol thus moves the eutectic by about 1.9 K.

**Interaction in the liquid.** A regular solution adds $Wx(1-x)$. With an assumed $W=1$ kJ/mol,

$$\delta T_E\approx\frac{288.49}{15467}\times1000\times0.3668\times0.6332
=4.33\ {\rm K}.$$

Full minimization gives $+4.29$ K, and $-4.36$ K for $W=-1$ kJ/mol. Positive $W$ makes mixing less favourable and raises $T_E$. The whole storage margin disappears at $W=1.05$ kJ/mol, less than half of $RT$ at 293 K.

**Fusion enthalpies.** A change $\delta H_i$ at fixed melting point changes $g_i$ by $\delta H_i(1-T/T_i)$. If both enthalpies are 10 percent higher,

$$\delta G=0.3668\times1800\left(1-\frac{288.49}{333}\right)
+0.6332\times1400\left(1-\frac{288.49}{313}\right)\approx158\ {\rm J/mol},$$

which gives 2.9 K to first order. The full calculation gives $+2.69$ K.

**Fusion heat capacity.** Let the liquid's heat capacity exceed the solid's by a constant $c$, so that the fusion enthalpy is $H_i+c(T-T_i)$. The same integration as before adds to $g_i$

$$-cT\int_{T_i}^{T}\frac{T'-T_i}{T'^2}\,dT'
=c\left[T-T_i-T\ln\frac{T}{T_i}\right].$$

With $r=T/T_i$, the bracket is $T_i(r-1-r\ln r)$, which is negative for $r<1$: it vanishes at $r=1$ and has derivative $-\ln r>0$ below that. Positive $c$ therefore lowers $T_E$. An assumed $c=60$ J/(mol K) for both substances gives $-2.26$ K.

**Solid solubility.** If each solid contains a mole fraction $s$ of the other and its host component obeys Raoult's law, the host potential falls by $RT|\ln(1-s)|$. Each saturated liquid fraction becomes $(1-s)x_i(T)$, and the condition becomes $(1-s)S(T)=1$. For $s=0.03$ the eutectic rises by 1.37 K. This value depends on the Raoult assumption: if the solids are regular solutions with an interaction of $3.7RT$, the host activity is $(1-s)e^{3.7s^2}$ and the rise is about 1.2 K. With extensive solid solubility the original condition should be abandoned in favour of a full phase-diagram calculation.

These corrections can accumulate. With $W=1$ kJ/mol and both fusion enthalpies 10 percent higher, $T_E=295.08$ K, and at equilibrium the mixture would be entirely solid at 293 K. The nominal margin of 4.51 K is too small to guarantee a liquid source without measured data for the pair.

## Composition drift during delivery

Suppose the vessel is heated until its contents are fully liquid and well mixed, and B is more volatile than A by a constant factor $\alpha$. The amounts in the liquid then obey

$$\frac{dn_B}{n_B}=\alpha\frac{dn_A}{n_A}.$$

If a fraction $q$ of the initial A remains, integration gives $n_A=n_{A0}q$ and $n_B=n_{B0}q^\alpha$. The ratio $\rho=n_A/n_B$ changes from $\rho_0$ to $\rho_0q^{1-\alpha}$.

For $\alpha=2$ and an initially eutectic charge, $\rho_0=0.3668/0.6332=0.579$. The A-rich edge of the 293 K window has $\rho_1=0.4117/0.5883=0.700$. Hence $q=\rho_0/\rho_1=0.828$, and the fraction of all moles used is

$$1-(0.3668\,q+0.6332\,q^2)\approx0.262.$$

After about 26 percent of the charge has evaporated, further use leaves a mixture that deposits solid A when it returns to 293 K. The value $\alpha=2$ is assumed, and a constant $\alpha$ presumes an ideal liquid at a fixed vessel temperature. The result depends strongly on it: the fraction used is about 65 percent for $\alpha=1.2$ and 15 percent for $\alpha=5$, and it approaches $1-0.3668/0.4117\approx0.11$ when A hardly evaporates. If A is the more volatile component, the charge drifts to the B-rich edge and deposits solid B instead. A source that is liquid when filled need not remain so.

## Stability and failure modes

Bisection uses only the sign of $S-1$, and each new point is the midpoint of the current bracket, so it cannot leave that bracket. Rounding matters when the bracket is so narrow that this sign is uncertain. An error of $10^{-15}$ in $S$, divided by the example's slope of 0.0224 per kelvin, corresponds to about $4\times10^{-14}$ K, comparable with the spacing of double-precision numbers near 288 K. A tolerance of $10^{-6}$ K is far above this floor.

A stopping rule based on $|S-1|$ needs conversion through the slope. At the first midpoint, $S-1=0.0135$ corresponds to $0.0135/0.0224\approx0.60$ K, which is the actual distance from the root.

Mixed units are a direct hazard: Celsius temperatures, or enthalpies in kJ/mol combined with $R$ in J/(mol K), invalidate the exponentials. Positive inputs alone do not detect either fault.

The physical failures are more serious. The melting points and fusion enthalpies of the example are round choices, not measurements on a particular pair. Two closely similar molecules may form mixed crystals, which breaks the assumption of pure solids. The 3 percent case above moves the result by 1.37 K, but that number does not cover extensive mixing. Precursors with different ligands may exchange them, creating additional species that a two-component calculation does not describe. Finally, a liquid may supercool below $T_E$ and solidify later, so an observed liquid does not by itself establish that storage is above the equilibrium eutectic. Neither ligand exchange nor supercooling is sized here. The numerical output follows.

## Numbers as computed

```
Gas constant: 8.314463 J/mol/K
A melting point: 333 K
A fusion enthalpy: 18 kJ/mol
A half-solubility temperature: 300.917 K
B melting point: 313 K
B fusion enthalpy: 14 kJ/mol
B half-solubility temperature: 277.274 K
Starting bracket width: 23.643 K
Requested temperature error: 1e-06 K
Number of halvings: 24
Halving 1: T = 289.095370 K, sum = 1.01350497
Halving 2: T = 283.184659 K, sum = 0.88622629
Halving 3: T = 286.140015 K, sum = 0.94835530
Halving 4: T = 287.617692 K, sum = 0.98054805
Halving 24: T = 288.494014 K, sum = 1.00000002
Eutectic temperature, bisection: 288.494013 K
Eutectic temperature, Gibbs minimum: 288.494013 K
Eutectic temperature: 15.34 deg C
Eutectic mole fraction A: 0.36680
Eutectic mole fraction B: 0.63320
Eutectic heat of melting: 15.467 kJ/mol
Slope of solubility sum at eutectic: 0.02235 1/K
Storage temperature: 293 K
Storage margin above eutectic: 4.51 K
Liquid window at storage, lowest x: 0.3073
Liquid window at storage, highest x: 0.4117
Equimolar charge, first solid on cooling: 300.92 K
Equimolar charge, liquid mole fraction at storage: 0.8499
Assumed interaction size W: 1.0 kJ/mol
Eutectic shift for +W: +4.29 K
Eutectic shift for -W: -4.36 K
First-order shift for +W: +4.33 K
W that removes storage margin: 1.052 kJ/mol
Assumed heat-capacity difference: 60 J/mol/K
Eutectic shift from heat capacity: -2.26 K
Assumed solid solubility: 3 percent
Eutectic shift from solid solubility: +1.37 K
Eutectic shift, fusion enthalpies +10 percent: +2.69 K
Eutectic with +W and enthalpies +10 percent: 295.08 K
Assumed volatility of B relative to A: 2.0
Charge used before storage window is left: 26.2 percent
Capped-bracket test pair eutectic: 299.404 K
Golden-ratio test pair eutectic: 352.931 K
```
